# Counting electrons at tungsten in a bis(imido)bis(amido) complex

## Question

I am trying to count the electrons at the metal in bis(tert-butylimido)bis(dimethylamido)tungsten, W(N-tBu)₂(NMe₂)₂, a precursor for tungsten nitride films. I keep getting different answers.

First I took six electrons from tungsten, six from each imide and two from each amide, which gives $6+12+4=22$. Then I drew the molecule with every nitrogen lone pair pointing into the metal and got 20. Both exceed 18.

I was told to let the imides donate fully and to leave the amide lone pairs on nitrogen. What does "fully" mean in numbers, and what is the count then? Is there room on tungsten for that many pairs? And is it legitimate to ignore the amide lone pairs, or is that a trick to get an acceptable number?

## Answer

Your 22 comes from mixing two bookkeeping schemes. Your 20 comes from a consistent scheme, but with a different assumption about the amides. It helps to fix first what is being counted: the electrons in all pairs shared between tungsten and its ligands, plus any electrons that tungsten keeps to itself. Each shared pair counts as two, however unequally it is shared.

### What each ligand shares

An imide nitrogen has one bond to carbon. "Donates fully" means that everything else in its octet is shared with tungsten. The octet holds 8 electrons and the N–C bond takes 2, so 6 are left: one sigma pair and two pi pairs. The bond is drawn as a triple bond, W≡N–C.

An amide nitrogen has two bonds to carbon, which take 4 electrons of its octet. If the lone pair stays on nitrogen, that takes 2 more. The remaining 2 form one sigma pair shared with tungsten.

Tungsten therefore takes part in $2\times3+2\times1=8$ pairs. What remains is to find out whether it also keeps electrons of its own.

### The count with neutral ligands

Here every bond to the metal is cut so that the fragments are neutral, and we ask what each fragment brings.

A nitrogen atom has 5 valence electrons. In the imide, one is used in the N–C bond, leaving $5-1=4$. In the amide, two are used in N–C bonds and two form the lone pair, leaving $5-2-2=1$. Neutral tungsten brings 6. Hence

$$
N_{\mathrm W}=6+2(4)+2(1)=16 .
$$

An imide brings 4 electrons to a bond that contains 6, so the other 2 come from tungsten. In terms of pairs, two of the three are made with one electron from each side, and the third comes wholly from nitrogen. Each amide bond takes one electron from tungsten. The metal thus spends $2(2)+2(1)=6$ electrons, all it has, and keeps none.

### The count with ionic ligands

Now both electrons of every shared pair are assigned to the ligand. The imide becomes $(\mathrm{NR})^{2-}$ and donates 6 electrons; the amide becomes $(\mathrm{NMe_2})^-$ and donates 2. The molecule is neutral, so the metal must be $\mathrm W^{6+}$, with $6-2(2)-2(1)=0$ valence electrons. Then

$$
N_{\mathrm W}=0+2(6)+2(2)=16 .
$$

Your first attempt used the ionic donations, 6 and 2, together with the six electrons of neutral tungsten. Those six had already been handed to the ligands when the anions were formed, so they were counted twice: $22-6=16$.

### A check that needs no ligand scheme

Count all valence electrons in the molecule and remove those that have nothing to do with tungsten. The formula is $\mathrm{C_{12}H_{30}N_4W}$, so the total is

$$
12(4)+30(1)+4(5)+6=104 .
$$

The bonds that do not touch tungsten are 30 C–H bonds, 6 C–C bonds (three in each tert-butyl group) and 6 N–C bonds (one per imide, two per amide). These 42 bonds hold 84 electrons. The two amide lone pairs hold 4. What is left is

$$
104-84-4=16 .
$$

These 16 electrons just fill the eight W–N pairs found above, so in this Lewis structure none are left over as nonbonding d electrons on tungsten.

The same ledger shows what each assumption is worth:

- If one imide keeps a lone pair, as in a structure drawn with a W=N double bond and a bent nitrogen, the count is $104-84-6=14$. If both do, it is 12.
- If both amide lone pairs are counted as shared, the count is $104-84-0=20$, your second result.

So 16 belongs to a particular Lewis structure. Whether the eight pairs of that structure can all be bonding is a separate question, and it needs orbitals.

### Is there room for eight pairs?

Tungsten offers nine valence orbitals: one s, three p and five d. Eight is less than nine, but that alone does not settle the matter, because an orbital mixes only with orbitals of its own symmetry.

Take an idealized geometry with $C_{2v}$ symmetry. The twofold axis is $z$, the imide nitrogens lie in the $xz$ plane and the amide nitrogens in the $yz$ plane. Label an orbital combination by its signs under the reflections $y\to-y$ and $x\to-x$, in that order: $a_1(+,+)$, $a_2(-,-)$, $b_1(+,-)$, $b_2(-,+)$.

The metal orbitals can be read off from their formulas:

- $a_1$: $s,\ p_z,\ d_{z^2},\ d_{x^2-y^2}$
- $a_2$: $d_{xy}$
- $b_1$: $p_x,\ d_{xz}$
- $b_2$: $p_y,\ d_{yz}$

For the ligands, form the sum and the difference of equivalent orbitals on the two nitrogens.

- The imide sigma orbitals lie in the $xz$ plane, so $y\to-y$ leaves them alone, while $x\to-x$ exchanges them. The combinations are $a_1+b_1$.
- The imide pi orbitals lying in the $xz$ plane behave in the same way: $a_1+b_1$.
- The imide pi orbitals along $y$ change sign under $y\to-y$ and are exchanged by $x\to-x$. The sum is $b_2$ and the difference is $a_2$.
- The amide sigma orbitals lie in the $yz$ plane and are exchanged by $y\to-y$: $a_1+b_2$.

Altogether the eight donor pairs span $3a_1+a_2+2b_1+2b_2$, against $4a_1+a_2+2b_1+2b_2$ on the metal. Symmetry offers every donor pair a partner, and one $a_1$ metal orbital is left over. That is the vacancy behind "16 rather than 18". The match relies on the p orbitals. With s and d alone the metal spans only $3a_1+a_2+b_1+b_2$, and just six donor combinations find a partner; the second $b_1$ and the second $b_2$ combination depend on tungsten 6p.

### Why matching orbitals gives the number of bonding levels

Symmetry gives an upper limit. The actual number of stabilized levels follows from a small matrix argument, within a one-electron model with orthogonal orbitals.

Put all $n$ donor orbitals at energy zero and the nine metal orbitals at positive energies, collected in a diagonal matrix $D$. Let $V$ contain the metal–donor couplings. For a state with metal coefficients $m$ and donor coefficients $d$, the energy expression is

$$
q=m^TDm+2m^TVd .
$$

Completing the square gives

$$
q=(m+D^{-1}Vd)^TD(m+D^{-1}Vd)-d^TV^TD^{-1}Vd .
$$

Let $r$ be the rank of $V$, the number of independent donor combinations that couple to the metal. For any $d$ in the $r$-dimensional space orthogonal to the solutions of $Vd=0$, choose $m=-D^{-1}Vd$. The first term vanishes and $q<0$, so there is an $r$-dimensional space on which $q$ is negative. With fewer than $r$ negative eigenvalues, that space would have to share a nonzero vector with the span of the non-negative eigenvectors, where $q\ge0$, which is a contradiction. Hence at least $r$ levels are lowered.

Conversely, take any $m$ together with any $d$ that satisfies $Vd=0$. Then $q=m^TDm\ge0$ on a space of dimension $9+n-r$. By the same dimension argument, no more than $r$ levels can be lowered. The number of lowered levels is therefore $r$, and the $n-r$ donor combinations with $Vd=0$ stay at zero energy, nonbonding.

Since $V$ couples only equal symmetries, each symmetry block has a rank no larger than the smaller of its two dimensions. For the eight pairs the limit is $3+1+2+2=8$.

To see whether the limit is reached, I diagonalized a simple model. It has tetrahedral directions, W–N lengths of 0.175 nm (imide) and 0.195 nm (amide), and Gaussian orbitals. The W s, p and d levels lie 6, 10 and 5 eV above the donors, and each coupling is $-10$ eV times the overlap. Eight levels are lowered, the least affected by about 0.6 eV. In this model the eighth pair is bonding by a clear margin.

### What the amide lone pairs can add

Suppose the nitrogen of each amide is planar, so that its lone pair is a p orbital perpendicular to the NC₂ plane. Its effect depends on how the amide is turned about the W–N bond.

If both lone pairs lie in the N(amide)–W–N(amide) plane, they span $a_1+b_2$. The $a_1$ combination finds the vacant metal orbital. The $b_2$ combination does not, because two other donor combinations already use the two $b_2$ metal orbitals. The limit becomes

$$
4+1+2+2=9\ \text{pairs},
$$

or 18 electrons.

If both lone pairs are perpendicular to that plane, they span $a_2+b_1$. Both metal sets are already fully used, so the limit stays at $3+1+2+2=8$ pairs, or 16 electrons.

If both amides are turned halfway so that the twofold axis survives, only two symmetry types remain. The metal has 5 orbitals that are even under the rotation and 4 that are odd; the ten donors have 5 of each. The limit is $5+4=9$.

Diagonalization gives 9, 8 and 9 lowered levels for these three cases, so each limit is reached. Your count of 20 is sound arithmetic for a Lewis structure with ten shared pairs, but nine metal orbitals cannot make ten bonding combinations. At least one combination of the ten filled levels has no weight on the nine metal orbitals. With all donors at one energy it is a nonbonding level of its own; with unequal donor energies it is spread over several levels. The count also registers any lowering, however small: as the twist approaches the perpendicular arrangement, the lowering of the ninth level fades continuously to zero.

### Is it fair to ignore them?

It is a convention, and the model shows what it hides. With the lone pairs in plane, the two together lose 0.38 electrons to the metal, out of the 4 they hold. In the perpendicular arrangement they still lose 0.34, although no bonding level is added. They do so through metal orbitals that the imides also use, and partly at the imides' expense: the electrons lost by the imide pi orbitals fall from 1.38 to 1.25, about 9%, when the perpendicular lone pairs are switched on with everything else fixed.

The twist by itself does not change how well a lone pair donates. A lone pair that was the metal's only donor would lose the same amount at every twist, since a rotation about the W–N axis turns the complete s, p and d shells into themselves. The difference between 0.38 and 0.34 therefore comes from the presence of the other donors.

The number 16 should also not be read as a population. With the eight pairs alone, the model places 3.3 electrons on tungsten. The ionic scheme assigns it 0, equal sharing of eight pairs would assign it 8, and the electron count is 16. These numbers answer different questions. A neutral tungsten atom has 6 valence electrons, so the model's charge on the metal is about $6-3.3=+2.7$, well below the formal $+6$.

### How far to trust this for the real precursor

The bond lengths are rough typical values for such W–N bonds. The orbital exponents, level energies and coupling strength are round choices, not fitted to the molecule, so the populations are guides to size only. The model also neglects overlap between donors, which reaches 0.024 for these orbitals, and it omits electron repulsion and the orbitals of the carbon groups. It places all donors at one energy, and it couples the tungsten p orbitals with the same strength per unit overlap as s and d. The seventh and eighth pairs are bonding only through those p orbitals, so their lowering shrinks if the p coupling is weaker. How much 6p takes part in real W–N bonds depends strongly on how the electron density is divided among the atoms, and the model does not settle it.

Temperature does not disturb the count. At 620 K, a rough figure for film deposition, the thermal energy is 0.053 eV, while the model's gap between filled and empty levels is 6.7 eV with in-plane lone pairs. That gap is not a prediction of the optical gap, and it says nothing about thermal decomposition, which proceeds by breaking bonds.

In the real molecule, the assumption that the amide lone pairs stay out is open to doubt. Relaxing it can raise the number of electrons in metal–ligand bonding levels from 16 to at most 18 in an s, p, d valence set. Relaxing the other assumption, full donation by the imides, lowers the count to 14 or 12. When you quote the result, state the convention with it: sixteen electrons, with each imide sharing three pairs and each amide sharing one. The remaining figures are in the numerical output below.

## Table of computed values

```
ELECTRON COUNT (electrons)
Atoms in molecule: {'C': 12, 'H': 30, 'N': 4, 'W': 1}
Neutral scheme, W / each imide / each amide: 6 / 4 / 1
Neutral scheme, total at W: 16
Ionic scheme, W d electrons / each imide / each amide: 0 / 6 / 2
Ionic scheme, total at W: 16
Ledger, all valence electrons: 104
Ledger, electrons in bonds not touching W: 84
Ledger, electrons in N lone pairs: 4
Ledger, remainder at W: 16
Count if one imide keeps a lone pair: 14
Count if both imides keep a lone pair: 12
Naive count with both amide lone pairs shared: 20
SYMMETRY (number of orbitals)
W valence orbitals: a1: 4, a2: 1, b1: 2, b2: 2
Eight donor pairs: a1: 3, a2: 1, b1: 2, b2: 2
Amide lone pairs in plane: a1: 1, a2: 0, b1: 0, b2: 1
Amide lone pairs perpendicular: a1: 0, a2: 1, b1: 1, b2: 0
MODEL INPUT
W-N imide, amide length: 0.175, 0.195 nm
Exponents W s and p, W d, N: 70, 110, 140 nm^-2
W s, p, d energies above donors: 6, 10, 5 eV
Coupling per unit overlap: -10 eV
MODEL RESULTS
Lowered levels, eight donor pairs: 8
Smallest lowering, eight pairs: 0.624 eV
Metal population, eight pairs: 3.33 electrons
Lone-pair twist 0 deg: lowered 9, nonbonding 1 levels
  electrons lost by both amide lone pairs: 0.38
Lone-pair twist 45 deg: lowered 9, nonbonding 1 levels
  electrons lost by both amide lone pairs: 0.38
Lone-pair twist 90 deg: lowered 8, nonbonding 2 levels
  electrons lost by both amide lone pairs: 0.34
Imide pi loss without amide lone pairs: 1.38 electrons
Imide pi loss with perpendicular ones: 1.25 electrons
Largest neglected donor-donor overlap: 0.024
Model gap with in-plane lone pairs: 6.66 eV
Thermal energy at 620 K: 0.053 eV
```
